# Fixed-spin-moment calculations: mapping spin states with two Fermi levels: a numerical check

```python
"""
Fixed-spin-moment mapping of a d6 mean-field model with two Fermi levels.
Result under test: on each smooth branch of self-consistent solutions,
    dF/dm = (mu_up - mu_dn)/2,   m = N_up - N_dn,   F = E - T*S,
or dF/dM = (mu_up - mu_dn)/(2*mu_B) for the moment M = mu_B*m.
Symbols: U same-orbital repulsion, J exchange, U_inter = U - 2J repulsion of
opposite spins in different orbitals, K = U_inter - J that of parallel spins,
kT smearing energy. Energies are in eV. Occupations are stored as five
up-spin entries followed by five down-spin entries.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.optimize import brentq
from scipy.special import expit, logit, xlogy

U, J = 5.0, 0.6
U_inter = U - 2 * J
K = U_inter - J
orbital = np.array([0.0, 0.1, 0.2, 2.2, 2.8])
bare = np.concatenate([orbital, orbital])
temperature = 300.0
kT = constants.k * temperature / constants.e
mu_B = constants.physical_constants["Bohr magneton"][0]
UP, DN = slice(0, 5), slice(5, 10)

W = np.zeros((10, 10))
for i in range(10):
    for j in range(10):
        if i != j:
            same_spin = (i < 5) == (j < 5)
            W[i, j] = K if same_spin else (U if i % 5 == j % 5 else U_inter)


def energy(n):
    return bare @ n + 0.5 * n @ W @ n


def free_energy(n):
    return energy(n) + kT * np.sum(xlogy(n, n) + xlogy(1 - n, 1 - n))


def fill(levels, number):
    """Fermi level and occupations of a set of levels holding `number`."""
    def excess(mu):
        return expit((mu - levels) / kT).sum() - number
    mu = brentq(excess, levels.min() - 5, levels.max() + 5,
                xtol=1e-13, rtol=1e-14)
    return mu, expit((mu - levels) / kT)


def solve(seed, m=None):
    """Self-consistency at fixed m (two Fermi levels) or free m (one)."""
    n = seed.copy()
    for count in range(1, 20001):
        levels = bare + W @ n
        if m is None:
            mu, new = fill(levels, 6.0)
            mus = (mu, mu)
        else:
            mu_up, n_up = fill(levels[UP], 3 + m / 2)
            mu_dn, n_dn = fill(levels[DN], 3 - m / 2)
            mus, new = (mu_up, mu_dn), np.concatenate([n_up, n_dn])
        if np.max(np.abs(new - n)) < 1e-10:
            return new, mus, count
        n = n + 0.6 * (new - n)
    raise RuntimeError("self-consistency not reached")


def moment(n):
    return n[UP].sum() - n[DN].sum()


def half_difference(mus):
    return 0.5 * (mus[0] - mus[1])


def slope(function, seed, m, h=1e-3):
    plus, minus = solve(seed, m + h)[0], solve(seed, m - h)[0]
    return (function(plus) - function(minus)) / (2 * h)


# Enumerate all occupation patterns, with energies from pair counting.
patterns = np.array(list(itertools.product([0, 1], repeat=10)), dtype=float)


def counted_energy(c):
    a, b = c[UP].sum(), c[DN].sum()
    doubles = np.sum(c[UP] * c[DN])
    parallel = a * (a - 1) / 2 + b * (b - 1) / 2
    return (c @ bare + U * doubles + U_inter * (a * b - doubles)
            + K * parallel)


pattern_energy = np.array([counted_energy(c) for c in patterns])
state, state_energy = {}, {}
for name, m in (("LS", 0), ("IS", 2), ("HS", 4)):
    allowed = [k for k, c in enumerate(patterns)
               if c.sum() == 6 and moment(c) == m]
    best = min(allowed, key=lambda k: pattern_energy[k])
    state[name], state_energy[name] = patterns[best], pattern_energy[best]
second = state["IS"].copy()
second[3], second[4] = 0.0, 1.0
state["IS2"], state_energy["IS2"] = second, counted_energy(second)
E_LS = state_energy["LS"]

print(f"U = {U:.2f} eV, J = {J:.2f} eV")
print(f"U' = {U_inter:.2f} eV, K = {K:.2f} eV")
print("orbital levels (eV):", " ".join(f"{e:.2f}" for e in orbital))
print(f"T = {temperature:.0f} K, kT = {kT:.5f} eV")
for name in state:
    # A calculation with one common Fermi level must stay in each state.
    n_free, _, _ = solve(state[name])
    assert np.max(np.abs(n_free - state[name])) < 1e-6
    assert abs(free_energy(n_free) - state_energy[name]) < 1e-6
    filled = ["".join(str(k + 1) for k in range(5) if state[name][s][k] > 0.5)
              for s in (UP, DN)]
    print(f"{name}: m = {moment(n_free):.4f}, up {filled[0]}, "
          f"down {filled[1]}, E-E(LS) = {state_energy[name] - E_LS:.4f} eV")


def main_seed(m):
    return state["LS"] if m < 2 else state["IS"]


# The mean-field free energy is the average over independent occupations.
n_test = solve(state["LS"], 1.5)[0]
probability = np.prod(np.where(patterns > 0.5, n_test, 1 - n_test), axis=1)
F_average = (probability @ pattern_energy
             + kT * np.sum(xlogy(probability, probability)))
assert abs(F_average - free_energy(n_test)) < 1e-9

# Slope law and closed two-orbital form on the main branch.
print("main: m, F-E(LS), mu_up, mu_dn, half difference, dF/dm (eV)")
for m in (0.25, 0.5, 1.0, 1.5, 1.75, 2.25, 2.5, 3.0, 3.5, 3.75):
    n, mus, _ = solve(main_seed(m), m)
    numeric = slope(free_energy, main_seed(m), m)
    assert abs(numeric - half_difference(mus)) < 1e-5
    first, last = ("LS", "IS") if m < 2 else ("IS", "HS")
    x = (m - moment(state[first])) / 2
    D = state_energy[last] - state_energy[first]
    mixing = -xlogy(x, x) - xlogy(1 - x, 1 - x)
    F_closed = (state_energy[first] + x * D + U_inter * x * (1 - x)
                - 2 * kT * mixing)
    assert abs(free_energy(n) - F_closed) < 1e-5
    closed = 0.5 * (D + U_inter * (1 - 2 * x)) + kT * logit(x)
    assert abs(closed - half_difference(mus)) < 1e-5
    print(f"{m:.2f} {free_energy(n) - E_LS:8.4f} {mus[0]:8.4f} "
          f"{mus[1]:8.4f} {half_difference(mus):8.4f} {numeric:8.4f}")

# The same law on the second intermediate-spin branch.
print("second: m, F-E(LS), half difference, dF/dm (eV)")
for m in (1.0, 1.5, 2.5, 3.0):
    n, mus, _ = solve(second, m)
    numeric = slope(free_energy, second, m)
    assert n[4] > n[3]
    assert abs(numeric - half_difference(mus)) < 1e-5
    print(f"{m:.2f} {free_energy(n) - E_LS:8.4f} "
          f"{half_difference(mus):8.4f} {numeric:8.4f}")

# With smearing, the slope of E alone differs by T*dS/dm.
m = 0.25
mus = solve(state["LS"], m)[1]
E_slope = slope(energy, state["LS"], m)
entropy_term = E_slope - half_difference(mus)
assert abs(entropy_term + kT * logit(m / 2)) < 1e-4
print(f"m = {m:.2f}: dE/dm = {E_slope:.4f} eV, "
      f"T dS/dm = {entropy_term:.4f} eV")

# One-sided zero-temperature slopes at the intermediate-spin cusp.
c = state["IS"]
levels = bare + W @ c
up, dn = levels[UP], levels[DN]
right = 0.5 * (up[c[UP] < 0.5].min() - dn[c[DN] > 0.5].max())
left = 0.5 * (up[c[UP] > 0.5].max() - dn[c[DN] < 0.5].min())
assert abs(right - 0.5 * (state_energy["HS"] - state_energy["IS"]
                          + U_inter)) < 1e-10
assert abs(left - 0.5 * (state_energy["IS"] - E_LS - U_inter)) < 1e-10
assert left < 0 < right
print(f"IS cusp slopes: left {left:.4f} eV, right {right:.4f} eV")

# The constraint acts as a field that brings both Fermi levels together.
m = 1.5
n, mus, _ = solve(state["LS"], m)
field = half_difference(mus) * constants.e / mu_B
zeeman = mu_B * field / constants.e
shifted = bare + W @ n + np.concatenate([-zeeman * np.ones(5),
                                         zeeman * np.ones(5)])
assert np.max(np.abs(fill(shifted, 6.0)[1] - n)) < 1e-7
print(f"constraining field at m = {m:.2f}: {field:.4e} T")

# Maxima have equal Fermi levels but repel a free-moment calculation.
for first, last, low, high in (("LS", "IS", 0.5, 1.5),
                               ("IS", "HS", 2.5, 3.5)):
    seed = state[first]
    top = brentq(lambda m: half_difference(solve(seed, m)[1]), low, high,
                 xtol=1e-9)
    F_top = free_energy(solve(seed, top)[0])
    for shift, target in ((-0.05, first), (0.05, last)):
        start = solve(seed, top + shift)[0]
        end = solve(start)[0]
        assert np.max(np.abs(end - state[target])) < 1e-6
        assert free_energy(end) < F_top
    print(f"{first}-{last} maximum: m = {top:.4f}, "
          f"F-E(LS) = {F_top - E_LS:.4f} eV")

# Integrating the Fermi-level difference gives spin-state energies.
nodes, weights = np.polynomial.legendre.leggauss(20)
for first, last, centre in (("LS", "IS", 1.0), ("IS", "HS", 3.0)):
    integral = sum(w * half_difference(solve(state[first], centre + t)[1])
                   for t, w in zip(nodes, weights))
    direct = state_energy[last] - state_energy[first]
    # The tolerance covers quadrature error at the logarithmic end points.
    assert abs(integral - direct) < 5e-4
    print(f"{first} to {last}: integral {integral:.4f} eV, "
          f"direct {direct:.4f} eV")

# End of the second branch from the marginal stability of two orbitals.
delta = orbital[4] - orbital[3]


def lower_occupation(p):
    inverse = 2 * K / kT - 1 / (p * (1 - p))
    return 0.5 * (1 - np.sqrt(1 - 4 / inverse))


def balance(p):
    q = lower_occupation(p)
    return delta - K * (p - q) + kT * (logit(p) - logit(q))


p_end = brentq(balance, 0.1, 0.5)
q_end = lower_occupation(p_end)
m_end = 2 * (p_end + q_end)
print(f"branch end: p = {p_end:.4f}, q = {q_end:.4f}")
print(f"predicted ends: m = {m_end:.4f} and {4 - m_end:.4f}")
print(f"T = 0 ends: m = {2 * delta / K:.4f} and {4 - 2 * delta / K:.4f}")

for start, step, predicted in ((1.90, -0.02, m_end), (2.10, 0.02, 4 - m_end)):
    n, _, first_count = solve(second, start)
    previous_m, previous_F, previous_count = start, free_energy(n), first_count
    for k in range(1, 95):
        m = start + k * step
        n, mus, count = solve(n, m)
        if n[4] < n[3]:
            break
        previous_m, previous_F, previous_count = m, free_energy(n), count
    else:
        raise AssertionError("the second branch did not end")
    assert min(m, previous_m) < predicted < max(m, previous_m)
    F_main = free_energy(solve(main_seed(m), m)[0])
    assert abs(free_energy(n) - F_main) < 1e-7
    across = (free_energy(n) - previous_F) / (m - previous_m)
    assert abs(across - half_difference(mus)) > 1.0
    assert previous_count > first_count
    print(f"scan: last m = {previous_m:.2f}, lost at m = {m:.2f}, "
          f"F change {free_energy(n) - previous_F:.4f} eV")
    print(f"  quotient across jump {across:.4f} eV, "
          f"half difference {half_difference(mus):.4f} eV")
    print(f"  iterations: {first_count} at start, {previous_count} at last m")

print("finished without a failed check")
```

Printed output:

```
U = 5.00 eV, J = 0.60 eV
U' = 3.80 eV, K = 3.20 eV
orbital levels (eV): 0.00 0.10 0.20 2.20 2.80
T = 300 K, kT = 0.02585 eV
LS: m = 0.0000, up 123, down 123, E-E(LS) = 0.0000 eV
IS: m = 2.0000, up 1234, down 12, E-E(LS) = 0.2000 eV
HS: m = 4.0000, up 12345, down 1, E-E(LS) = -0.1000 eV
IS2: m = 2.0000, up 1235, down 12, E-E(LS) = 0.8000 eV
main: m, F-E(LS), mu_up, mu_dn, half difference, dF/dm (eV)
0.25   0.4211  22.6747  19.7253   1.4747   1.4747
0.50   0.7334  22.2216  20.1784   1.0216   1.0216
1.00   1.0142  21.3000  21.1000   0.1000   0.1000
1.50   0.8334  20.3784  22.0216  -0.8216  -0.8216
1.75   0.5711  19.9253  22.4747  -1.2747  -1.2747
2.25   0.5586  22.6747  20.2253   1.2247   1.2247
2.50   0.8084  22.2216  20.6784   0.7716   0.7716
3.00   0.9642  21.3000  21.6000  -0.1500  -0.1500
3.50   0.6584  20.3784  22.5216  -1.0716  -1.0716
3.75   0.3336  19.9253  22.9747  -1.5247  -1.5247
second: m, F-E(LS), half difference, dF/dm (eV)
1.00   1.3142   0.4000   0.4000
1.50   1.2834  -0.5216  -0.5216
2.50   1.2584   0.4716   0.4716
3.00   1.2642  -0.4500  -0.4500
m = 0.25: dE/dm = 1.5250 eV, T dS/dm = 0.0503 eV
IS cusp slopes: left -1.8000 eV, right 1.7500 eV
constraining field at m = 1.50: -1.4194e+04 T
LS-IS maximum: m = 1.0541, F-E(LS) = 1.0169 eV
IS-HS maximum: m = 2.9188, F-E(LS) = 0.9702 eV
LS to IS: integral 0.2000 eV, direct 0.2000 eV
IS to HS: integral -0.3000 eV, direct -0.3000 eV
branch end: p = 0.2260, q = 0.0042
predicted ends: m = 0.4603 and 3.5397
T = 0 ends: m = 0.3750 and 3.6250
scan: last m = 0.48, lost at m = 0.46, F change -0.1655 eV
  quotient across jump 8.2758 eV, half difference 1.0948 eV
  iterations: 23 at start, 25 at last m
scan: last m = 3.52, lost at m = 3.54, F change -0.1665 eV
  quotient across jump -8.3258 eV, half difference -1.1448 eV
  iterations: 23 at start, 25 at last m
finished without a failed check
```
